# Plasmon stopping lost when small wave vectors are discarded

## Definitions and conventions

Hartree atomic units are used, with Gaussian electrostatics: the electron has charge $-1$ and mass 1, and Poisson's equation reads $\nabla^2\phi=-4\pi\rho$. A heavy point charge $Z$ moves through an infinite uniform medium at constant velocity $\mathbf v$. Its speed $v$ is far below that of light. The stopping power $S$ is the energy it loses per unit length.

The medium responds linearly and isotropically, with dielectric function $\varepsilon(q,\omega)$. Fields vary as $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$. Since real sources produce real fields, $\mathrm{Re}(1/\varepsilon)$ is even in $\omega$ and $\mathrm{Im}(1/\varepsilon)$ is odd. The loss function is $\mathrm{Im}(-1/\varepsilon)$. The responding electrons have density $n_0$, and $\omega_p=\sqrt{4\pi n_0}$.

"Discarding" wave vectors means deleting every $\mathbf q$ with $|\mathbf q|<q_{\min}$ from the force on the charge. For an undamped plasmon whose frequency is $\omega_p$ at all $q$, the stopping removed is

$$R=\left(\frac{Z\omega_p}{v}\right)^2\ln\frac{q_{\min}v}{\omega_p},\qquad \frac{\omega_p}{v}<q_{\min}<q_{\max}, \tag{1}$$

where $q_{\max}$ is the largest wave vector that contributes. If $q_{\min}\le\omega_p/v$, then $R=0$.

## Stopping from the loss function

The charge density $Z\delta(\mathbf r-\mathbf vt)$ contains, for each $\mathbf q$, the single frequency $\omega=\mathbf q\cdot\mathbf v$. Poisson's equation in the medium, $q^2\varepsilon\phi=4\pi\rho$, gives the total potential. Subtracting the charge's own potential leaves the induced part

$$\phi_{\rm ind}(\mathbf r,t)=\int\!\frac{d^3q}{(2\pi)^3}\,\frac{4\pi Z}{q^2}\left[\frac{1}{\varepsilon(q,\mathbf q\cdot\mathbf v)}-1\right]e^{i\mathbf q\cdot(\mathbf r-\mathbf vt)} . \tag{2}$$

The force is $\mathbf F=-Z\nabla\phi_{\rm ind}$ at $\mathbf r=\mathbf vt$, and $S=-\mathbf F\cdot\mathbf v/v$. The gradient supplies a factor $i\mathbf q$, so the integrand contains $i(\mathbf q\cdot\mathbf v)[1/\varepsilon-1]$. The real part of the bracket is even under $\mathbf q\to-\mathbf q$. Multiplied by the odd factor $\mathbf q\cdot\mathbf v$, it integrates to zero. The imaginary part survives, with $i\cdot i\,\mathrm{Im}(1/\varepsilon)=\mathrm{Im}(-1/\varepsilon)$. The prefactor is $4\pi Z^2/[(2\pi)^3v]=Z^2/(2\pi^2v)$, so

$$S=\frac{Z^2}{2\pi^2v}\int d^3q\,\frac{\mathbf q\cdot\mathbf v}{q^2}\,\mathrm{Im}\frac{-1}{\varepsilon(q,\mathbf q\cdot\mathbf v)} . \tag{3}$$

Let $\mu$ be the cosine of the angle between $\mathbf q$ and $\mathbf v$. Then $d^3q=2\pi q^2\,dq\,d\mu$, and with $\omega=qv\mu$ we have $d\mu=d\omega/(qv)$. The integrand $\omega\,\mathrm{Im}(-1/\varepsilon)$ is even in $\omega$, so the range $-qv<\omega<qv$ gives twice the positive half:

$$S=\frac{2Z^2}{\pi v^2}\int\frac{dq}{q}\int_0^{qv}d\omega\,\omega\,\mathrm{Im}\frac{-1}{\varepsilon(q,\omega)} . \tag{4}$$

The upper limit $qv$ is the highest frequency that the moving charge presents at wave number $q$.

## The plasmon pole and the removed part

Free electrons without damping or dispersion have $\varepsilon=1-\omega_p^2/(\omega+i0)^2$. Hence

$$\frac1\varepsilon=1+\frac{\omega_p^2}{(\omega+i0)^2-\omega_p^2}
=1+\frac{\omega_p}{2}\left[\frac{1}{\omega-\omega_p+i0}-\frac{1}{\omega+\omega_p+i0}\right].$$

Since $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$,

$$\mathrm{Im}\frac{-1}{\varepsilon}=\frac{\pi\omega_p}{2}\left[\delta(\omega-\omega_p)-\delta(\omega+\omega_p)\right]. \tag{5}$$

For positive frequencies the first delta function contributes, and the inner integral of (4) is

$$\int_0^{qv}d\omega\,\omega\,\mathrm{Im}\frac{-1}{\varepsilon}=\begin{cases}\pi\omega_p^2/2,& qv>\omega_p,\\ 0,& qv<\omega_p.\end{cases} \tag{6}$$

The value $\pi\omega_p^2/2$ is the full f-sum: each wave number either contributes all its weight or none. Below $q=\omega_p/v$ the charge drives the medium too slowly to excite the plasmon. The discarded region therefore contributes

$$R=\frac{2Z^2}{\pi v^2}\,\frac{\pi\omega_p^2}{2}\int_{\omega_p/v}^{q_{\min}}\frac{dq}{q},$$

which is (1). The part kept is $(Z\omega_p/v)^2\ln(q_{\max}/q_{\min})$. The upper limit must come from physics outside the dispersionless pole, but it does not enter $R$.

In terms of distance, $1/q_{\min}$ is roughly the largest impact parameter kept, and $v/\omega_p$ is the largest at which the passing charge is still sudden for the plasmon. Equation (1) roughly counts the collisions between these distances. The loss per logarithmic interval of distance is nearly constant well below $v/\omega_p$ and falls off smoothly around it; the sharp threshold exists only in $q$.

## The same result from the motion of the electrons

Let the electrons be displaced by a longitudinal field $\boldsymbol\xi$. Their density changes by $-n_0\nabla\cdot\boldsymbol\xi$, so the charge density changes by $+n_0\nabla\cdot\boldsymbol\xi$ and the induced field is $4\pi n_0\boldsymbol\xi$. An electron feels the opposite force, $-\omega_p^2\boldsymbol\xi$, together with $+\nabla\phi_{\rm ext}$ from the moving charge. The component $u$ of $\boldsymbol\xi$ along $\mathbf q$ thus obeys, with $w=\mathbf q\cdot\mathbf v$,

$$\ddot u+\omega_p^2u=i\,\frac{4\pi Z}{q}\,e^{-iwt}. \tag{7}$$

Define $a_\pm=\dot u\pm i\omega_pu$. Differentiating and using (7) gives $\dot a_\pm=\pm i\omega_pa_\pm+i(4\pi Z/q)e^{-iwt}$. Starting from rest at $t=0$,

$$|a_\pm|^2=\left(\frac{4\pi Z}{q}\right)^2\left|\int_0^t e^{-i(w\pm\omega_p)t'}dt'\right|^2\;\longrightarrow\;\left(\frac{4\pi Z}{q}\right)^2 2\pi t\,\delta(w\pm\omega_p)$$

at long times. The mode energy is $\tfrac12(|\dot u|^2+\omega_p^2|u|^2)=\tfrac14(|a_+|^2+|a_-|^2)$ per electron. The power absorbed is therefore

$$P=n_0\int\!\frac{d^3q}{(2\pi)^3}\,\frac14\,\frac{16\pi^2Z^2}{q^2}\,2\pi\left[\delta(w-\omega_p)+\delta(w+\omega_p)\right].$$

The numerical factors combine to $8\pi^3/(2\pi)^3=1$. With $d^3q/q^2=2\pi\,dq\,d\mu$, each delta function gives $1/(qv)$ when $qv>\omega_p$. Modes below $q_{\min}$ thus absorb

$$P=\frac{4\pi n_0Z^2}{v}\int_{\omega_p/v}^{q_{\min}}\frac{dq}{q}=\frac{Z^2\omega_p^2}{v}\ln\frac{q_{\min}v}{\omega_p}, \tag{8}$$

and $P/v$ is again (1). Direct time integration of (7) for $q_{\min}v/\omega_p=2.245$ gives $R/(Z\omega_p/v)^2=0.8088$, equal to the logarithm at this precision. For $q_{\min}v/\omega_p=0.7$ it gives 0.00005, which confirms the threshold.

## Dispersion, a gap and damping

Suppose that the pole disperses as $\omega_q^2=\omega_p^2+\beta^2q^2+q^4/4$. To keep the f-sum, its strength must be $\pi\omega_p^2/(2\omega_q)$, so (6) retains its value and the condition becomes $\omega_q<qv$. With $a=v^2-\beta^2$, this condition reads $q^4/4-aq^2+\omega_p^2<0$. For $a>\omega_p$ it holds between the roots

$$q_\pm^2=2\left[a\pm\sqrt{a^2-\omega_p^2}\right],\qquad q_+q_-=2\omega_p. \tag{9}$$

For $q_-<q_{\min}<q_+$ the removed part is

$$R=\left(\frac{Z\omega_p}{v}\right)^2\ln\frac{q_{\min}}{q_-}. \tag{10}$$

For $a\gg\omega_p$, expanding the square root gives $q_-\simeq\omega_p/\sqrt{v^2-\beta^2}$. Equation (1) is thus the limit $v\gg\beta$, $v^2\gg\omega_p$. For a uniform electron gas with Fermi speed $v_F$, the high-frequency value $\beta^2=3v_F^2/5$ is used here.

The shift is larger for a slow charge. At $v=2$ and $q_{\min}=0.6$, with the silicon density used below, quadrature of (4) with a pole of width $0.01\,\omega_p$ gives a logarithm of 0.595. Equation (10) gives 0.599, and (1) gives 0.6765.

A gap can be modelled by binding each electron with frequency $\omega_g$, so that $\varepsilon=1+\omega_p^2/(\omega_g^2-\omega^2)$. Then $1/\varepsilon=1-\omega_p^2/(\omega_p^2+\omega_g^2-\omega^2)$. The pole moves to $\sqrt{\omega_p^2+\omega_g^2}$ with its f-sum unchanged, and this frequency replaces $\omega_p$ inside the logarithm. The static limit fixes $\omega_g=\omega_p/\sqrt{\varepsilon(0)-1}$.

For a damped response that does not depend on $q$, exchange the integrals in (4). At fixed $\omega$, the wave number runs from $\omega/v$ to $q_{\min}$, so

$$R=\frac{2Z^2}{\pi v^2}\int_0^{q_{\min}v}d\omega\,\omega\,\ln\frac{q_{\min}v}{\omega}\,\mathrm{Im}\frac{-1}{\varepsilon(\omega)}. \tag{11}$$

The threshold is now smooth, because a broadened loss function has some weight below $\omega_p$. The numerical examples with damping use $\varepsilon=1-\omega_p^2/[\omega(\omega+i\gamma)]$, which gives

$$\mathrm{Im}\frac{-1}{\varepsilon}=\frac{\omega_p^2\gamma\omega}{(\omega^2-\omega_p^2)^2+\gamma^2\omega^2},$$

where $\gamma$ is the quoted width or damping. For a dispersing pole, $\omega_q^2$ replaces $\omega_p^2$ in the denominator.

## What a periodic cell discards

A first-principles calculation in a cubic cell of side $L$ and volume $V=L^3$ does not remove a sphere. It replaces the integral over $\mathbf q$ by a sum over reciprocal vectors $\mathbf G$ and omits $\mathbf G=0$. In a uniform medium, $\int d^3q\to[(2\pi)^3/V]\sum_{\mathbf G\ne0}$ in (3).

Now average over the directions of $\mathbf v$. The angular average repeats the step from (3) to (4), so each $\mathbf G$ with $Gv>\omega_p$ contributes its full weight. Since $dq/q=d^3q/(4\pi q^3)$ for an isotropic integrand, and if even the shortest vector satisfies $2\pi/L>\omega_p/v$,

$$\langle S_{\rm cell}\rangle=\left(\frac{Z\omega_p}{v}\right)^2\sum_{0<G<q_{\max}}\frac{(2\pi/L)^3}{4\pi G^3}. \tag{12}$$

Write $\mathbf G=(2\pi/L)\mathbf n$ with integer components. For large $N$ the sum approaches an integral plus a constant:

$$\sum_{0<|\mathbf n|<N}\frac{1}{4\pi|\mathbf n|^3}=\ln N+C+o(1). \tag{13}$$

Summing directly to $N=80$ gives $C=0.3040$. A second route avoids the cutoff. Summing $|\mathbf n|^{-s}$ by parts with (13) gives $\sum_{\mathbf n\neq0}|\mathbf n|^{-s}=4\pi/(s-3)+4\pi C+o(1)$ as $s\to3^+$. With $\theta(t)=\sum_ke^{-\pi k^2t}$, the same sum obeys

$$\pi^{-s/2}\Gamma(s/2)\sum_{\mathbf n\ne0}|\mathbf n|^{-s}=\int_0^\infty t^{s/2-1}\left[\theta^3(t)-1\right]dt.$$

Replace $t$ by $1/t$ in the part below $t=1$ and use $\theta(1/t)=\sqrt t\,\theta(t)$. The elementary terms give $2/(s-3)-2/s$. On the left, the prefactor near $s=3$ is $(2\pi)^{-1}\{1+\tfrac12(s-3)[\psi(3/2)-\ln\pi]\}$, where $\psi$ is the digamma function. The poles cancel, and the constant terms give

$$C=\frac12\left\{\int_1^\infty\!\left(\sqrt t+\frac1t\right)\left[\theta^3(t)-1\right]dt-\frac23-\psi\!\left(\tfrac32\right)+\ln\pi\right\}=0.3041. \tag{14}$$

The infinite system has stopping $(Z\omega_p/v)^2\ln(q_{\max}v/\omega_p)$. Subtracting (12), with $N=q_{\max}L/2\pi\gg1$, leaves the shortfall

$$\Delta S=\left(\frac{Z\omega_p}{v}\right)^2\ln\left(\kappa\,\frac{2\pi}{L}\,\frac{v}{\omega_p}\right),\qquad \kappa=e^{-C}=0.738. \tag{15}$$

This is (1) with the effective cutoff $0.738\times2\pi/L$. An explicit average of the cell sum over 40,000 directions, for $|\mathbf n|\le3$ and damping $0.02\,\omega_p$, gives 0.999 of the value from (12). The exact angular average for this damping is 0.996, the deficit being the tail of the loss function above $Gv$; the remaining difference is sampling error of the finite set of directions.

When $1<2\pi v/(L\omega_p)<1/\kappa$, the logarithm in (15) is negative and the cell overestimates the average stopping. The sharp-sphere formula cannot show this.

## A proton in silicon

Consider a 500 keV proton in silicon, in the energy range of proton implantation for power devices. As an input of the example, the side of the cubic unit cell, which holds eight atoms, is set to 0.543 nm. With four valence electrons per atom, $n_0=0.02962$ bohr$^{-3}$. Thus $\omega_p=\sqrt{4\pi n_0}=0.6101$ hartree, or 16.6 eV. The kinetic energy gives $v=4.474$.

A cell of 64 atoms has $L=1.086$ nm $=20.52$ bohr. Identifying the sharp cutoff with its shortest reciprocal vector,

$$q_{\min}=\frac{2\pi}{20.52}=0.3062,\qquad \frac{\omega_p}{v}=\frac{0.6101}{4.474}=0.1364\ \text{bohr}^{-1}.$$

Their ratio is 2.245, with logarithm 0.8088, and the prefactor is $0.1364^2=0.01860$. Therefore

$$R=0.01860\times0.8088=0.01504\ \text{hartree/bohr}=7.7\ \text{eV/nm}.$$

Taking $q_{\max}=q_+=8.82$ bohr$^{-1}$ from (9), the valence stopping of the model is $0.01860\ln(8.82/0.1364)$ hartree/bohr, or about 40 eV/nm. The sharp cutoff removes 19% of it. Without damping it would remove nothing for $L\ge2\pi v/\omega_p=2.44$ nm, the distance the proton travels in one plasma period.

With proton energy and material fixed, the two readings of the cell compare as follows.

| Atoms | $L$ (nm) | Sphere at $2\pi/L$ (eV/nm) | Cell average (eV/nm) |
|---:|---:|---:|---:|
| 64 | 1.086 | 7.7 | 4.8 |
| 216 | 1.629 | 3.9 | 0.95 |
| 512 | 2.172 | 1.1 | −1.8 |

These values are for an undamped plasmon. The last entry is an overestimate by the cell; with a plasmon width of 4 eV it shrinks to about 0.6 eV/nm. Passing from the sphere to the cell average lowers every entry by the same amount, $C(Z\omega_p/v)^2=2.9$ eV/nm.

Real silicon departs from the model in several ways. Restoring one effect at a time changes the sharp-sphere loss of 7.7 eV/nm to these values:

- 6.7 eV/nm with a plasmon width of 4 eV, a rough value, in (11);
- 7.3 eV/nm with a gap frequency of 5.1 eV, which follows from setting the static dielectric constant to 11.7 as an input;
- 7.6 eV/nm with the dispersion in (10);
- 7.6 eV/nm with the Lindhard function of a uniform gas of the same density, which includes electron-hole pairs. At $q_{\min}$ these carry 0.5% of the f-sum.

The largest effect sized here is the choice of trajectory. For the 64-atom cell with the 4 eV width, the cell sum over $|\mathbf n|\le6$ has a standard deviation of about 5 eV/nm between directions for a dispersionless pole, and this changes little when larger $|\mathbf n|$ are included. It falls to about 4.3 eV/nm with the dispersion $\omega_q$ and rises to about 6 eV/nm for a 3 eV width. The spread is thus as large as the average shortfall, which is 4.8 eV/nm without damping and 4.1 eV/nm with the 4 eV width, so (15) should not be used as the correction for one straight path. The estimate also assumes a uniform medium and leaves out the crystal's local fields and the start-up transient of a finite run.

Core electrons add stopping that the 40 eV/nm omits. For a rough excitation energy of 100 eV their threshold is $q=0.82$ bohr$^{-1}$, above $q_{\min}$, so in a pole description the cutoff does not remove their contribution. Including the core electrons raises the total stopping, so the removed share of that total is smaller than 19%.

Linear response can be judged at the distance $b=1/q_{\min}$. An electron there receives a velocity of about $2Z/(bv)$ and moves by about $2Z/v^2$ during the passage time $b/v$. Relative to $b$ this is $2Zq_{\min}/v^2=0.03$. Relativity enters through $v^2/c^2=0.001$. At 300 K the thermal energy is 0.0016 of the plasmon energy. In (4), temperature acts through $\varepsilon$ alone.

## Table of computed values

```
proton energy                       500 keV
lattice constant (rough)            0.543 nm
valence density                     0.02962 bohr^-3
speed v                             4.4737 a.u.
plasmon energy                      0.6101 Ha = 16.60 eV
Fermi speed                         0.9572 a.u.
cell side L                         1.086 nm = 20.522 bohr
q_min = 2 pi/L                      0.3062 bohr^-1
threshold omega_p/v                 0.1364 bohr^-1
q_min v/omega_p                     2.2451
log number, formula                 0.8088
log number, time integration        0.8088
log number, narrow damped pole      0.8039
time integration, cut 0.7 threshold 0.00005
(Z omega_p/v)^2                     0.01860 Ha/bohr = 9.563 eV/nm
removed, sharp sphere at 2 pi/L     0.01504 Ha/bohr = 7.73 eV/nm
upper root q_+                      8.823 bohr^-1
valence stopping, q_max = q_+       39.87 eV/nm
removed share of valence stopping   19.4 %
L above which sphere removes none   2.438 nm
lattice constant C, theta integral  0.30414
lattice constant C, direct sum      0.30398
kappa = exp(-C)                     0.7378
direction mean / formula, 3 shells  0.9989
cell shortfall, direction average (negative = overestimate):
   64 atoms, L 1.086 nm: sphere 7.73, cell 4.83 eV/nm
  216 atoms, L 1.629 nm: sphere 3.86, cell 0.95 eV/nm
  512 atoms, L 2.172 nm: sphere 1.11, cell -1.80 eV/nm
direction spread (std), |n| <= 6    5.08 eV/nm
slow-ion dispersion test, v = 2 a.u., q_min = 0.6 bohr^-1:
  numeric 0.5946, with q_- 0.5986, without 0.6765
removed by sharp sphere with one neglected effect restored:
  plasmon dispersion                7.60 eV/nm
  damping, width 4 eV (rough)      6.74 eV/nm
  gap 5.08 eV from eps 11.7         7.31 eV/nm
  Lindhard response                 7.60 eV/nm
Lindhard weight at q_min: pairs     0.0048
Lindhard weight at q_min: plasmon   0.9952
core threshold (100 eV, rough)      0.821 bohr^-1
nonlinearity 2 Z q_min/v^2          0.0306
relativity v^2/c^2                  0.00107
temperature kT/plasmon energy, 300 K 0.00156
```
